\section*{Fermion-pair production in electron–positron annihilation with the final mass kept}

\section{The process and its amplitude}

\textbf{Q.} An electron and a positron annihilate into a pair of heavier fermions. For a massless pair I know the angular distribution $1+\cos^2\theta$. If the pair is massive, there is less phase space, so I would multiply by the speed $\beta$ of the outgoing particles and stop. Why is that not enough?

\textbf{A.} Because the mass also changes the current that creates the pair. Whether that change matters has to be calculated, so let us fix the problem first. The process is $e^-(p_1)+e^+(p_2)\to f(k_1)+\bar f(k_2)$ through one virtual photon, at lowest order in the fine-structure constant $\alpha$. The fermion $f$ is pointlike and colourless, with mass $m$ and charge $Qe$, where $e>0$ and the electron has charge $-e$. The beams are unpolarized and the final spins are not observed. I use $\hbar=c=1$, $e^2=4\pi\alpha$, the metric $(+,-,-,-)$ and spinors normalized to $u^\dagger u=v^\dagger v=2E$.

\textbf{Q.} Can $f$ be any charged lepton?

\textbf{A.} Not the electron. For $e^+e^-\to e^+e^-$ a second diagram, with a photon exchanged between the incoming and outgoing particles, enters at the same order. The energy must also lie far below the $Z$ mass, roughly $90$ GeV, because $Z$ exchange is left out.

With $q=p_1+p_2$ and $s=q^2$, a vertex of charge $q_a$ contributes $-iq_a\gamma^\mu$ and the photon contributes $-ig_{\mu\nu}/s$. Therefore
\begin{equation}
i\mathcal M=(-i)^3\,\frac{(-e)(Qe)}{s}\,j_e\cdot j_f
\quad\Rightarrow\quad
\mathcal M=-\frac{Qe^2}{s}\,j_e\cdot j_f ,
\label{amp}
\end{equation}
because $(-i)^3=i$. The two currents are
\begin{equation}
j_e^\mu=\bar v(p_2)\gamma^\mu u(p_1),\qquad
j_f^\mu=\bar u(k_1)\gamma^\mu v(k_2).
\end{equation}

\textbf{Q.} A product of two four-vector currents, summed over all spins, promises a long calculation.

\textbf{A.} Current conservation shortens it. The Dirac equation gives $\bar u(k_1)\not{k}_1=m\,\bar u(k_1)$ and $\not{k}_2v(k_2)=-m\,v(k_2)$, so
\begin{equation}
q_\mu j_f^\mu=\bar u(k_1)(\not{k}_1+\not{k}_2)v(k_2)=(m-m)\,\bar u(k_1)v(k_2)=0 .
\end{equation}
The same argument gives $q_\mu j_e^\mu=0$. In the centre-of-mass frame $q=(\sqrt s,\mathbf 0)$, so both time components vanish. With this metric $j_e\cdot j_f=-\mathbf j_e\cdot\mathbf j_f$, and
\begin{equation}
\mathcal M=\frac{Qe^2}{s}\,\mathbf j_e\cdot\mathbf j_f .
\end{equation}
What remains is a scalar product of two ordinary vectors.

\section{The spin sums}

\textbf{Q.} You still need the spin sum, and that is where the mass enters.

\textbf{A.} Yes. Since $\gamma^0\gamma^\nu$ is Hermitian, $(\bar u\gamma^\nu v)^*=\bar v\gamma^\nu u$. The completeness relations are $\sum u\bar u=\not{k}_1+m$ and $\sum v\bar v=\not{k}_2-m$. Hence
\begin{align}
T_f^{\mu\nu}\equiv\sum_{\rm spins}j_f^\mu j_f^{\nu*}
&=\mathrm{Tr}\left[(\not{k}_1+m)\gamma^\mu(\not{k}_2-m)\gamma^\nu\right]\nonumber\\
&=\mathrm{Tr}\left[\not{k}_1\gamma^\mu\not{k}_2\gamma^\nu\right]-m^2\,\mathrm{Tr}\left[\gamma^\mu\gamma^\nu\right].
\end{align}
The terms linear in $m$ contain three gamma matrices, and the trace of an odd number vanishes. The other traces are $\mathrm{Tr}[\gamma^\mu\gamma^\nu]=4g^{\mu\nu}$ and
\begin{equation}
\mathrm{Tr}[\gamma^\alpha\gamma^\mu\gamma^\beta\gamma^\nu]
=4\left(g^{\alpha\mu}g^{\beta\nu}-g^{\alpha\beta}g^{\mu\nu}+g^{\alpha\nu}g^{\mu\beta}\right),
\end{equation}
so that
\begin{equation}
T_f^{\mu\nu}=4\left[k_1^\mu k_2^\nu+k_1^\nu k_2^\mu-g^{\mu\nu}(k_1\cdot k_2+m^2)\right].
\label{cov}
\end{equation}

Now take the spatial components. The outgoing particles have equal masses and opposite momenta, so each has energy $\sqrt s/2$. Let $\mathbf n$ be the direction of $f$. Then
\begin{equation}
|\mathbf k_1|=\sqrt{\frac s4-m^2}=\frac{\sqrt s}{2}\,\beta,\qquad
\beta=\sqrt{1-\frac{4m^2}{s}},
\end{equation}
and $\beta$, being momentum divided by energy, is the speed. Also $s=(k_1+k_2)^2=2m^2+2k_1\cdot k_2$, so $k_1\cdot k_2+m^2=s/2$. Finally $k_1^ik_2^j=-(s\beta^2/4)n^in^j$ and $g^{ij}=-\delta^{ij}$. Equation (\ref{cov}) becomes
\begin{equation}
T_f^{ij}=4\left[-\frac{s\beta^2}{2}n^in^j+\frac s2\delta^{ij}\right]
=2s\left(\delta^{ij}-\beta^2n^in^j\right).
\label{tensor}
\end{equation}

\textbf{Q.} And the electron side?

\textbf{A.} The trace has the same form, with $p_1,p_2,m_e$ in place of $k_1,k_2,m$. If $\mathbf z$ is the direction of the incoming electron and $\beta_e$ its speed, then $T_e^{ij}=2s(\delta^{ij}-\beta_e^2z^iz^j)$. Averaging over the four initial spin states gives
\begin{align}
\overline{|\mathcal M|^2}
&=\frac14\,\frac{Q^2e^4}{s^2}\,T_e^{ij}T_f^{ij}
=Q^2e^4\left(\delta^{ij}-\beta_e^2z^iz^j\right)\left(\delta^{ij}-\beta^2n^in^j\right)\nonumber\\
&=Q^2e^4\left[3-\beta_e^2-\beta^2+\beta_e^2\beta^2\cos^2\theta\right],
\label{general}
\end{align}
where $\cos\theta=\mathbf z\cdot\mathbf n$ and $\delta^{ij}\delta^{ij}=3$.

\textbf{Q.} That does not look like a correction to $1+\cos^2\theta$.

\textbf{A.} Neglect the electron mass, $\beta_e\to1$, and use $1-\cos^2\theta=\sin^2\theta$:
\begin{equation}
2-\beta^2+\beta^2\cos^2\theta=2-\beta^2\sin^2\theta
=1+\cos^2\theta+(1-\beta^2)\sin^2\theta .
\label{bracket}
\end{equation}
The last equality follows from $2=1+\cos^2\theta+\sin^2\theta$. The extra term has the weight $1-\beta^2=4m^2/s$.

\section{What the extra term means}

\textbf{Q.} You could split $2-\beta^2\sin^2\theta$ in many ways. Is there any physics in this one?

\textbf{A.} There is, and it shows in the tensor (\ref{tensor}):
\begin{equation}
\delta^{ij}-\beta^2n^in^j=(\delta^{ij}-n^in^j)+(1-\beta^2)n^in^j .
\end{equation}
The first part is a current transverse to the line of flight, the second a current along it. Contracted with the electron factor $\delta^{ij}-z^iz^j$, they give
\begin{align}
(\delta^{ij}-z^iz^j)(\delta^{ij}-n^in^j)&=3-1-1+\cos^2\theta=1+\cos^2\theta,\\
(\delta^{ij}-z^iz^j)\,n^in^j&=1-\cos^2\theta=\sin^2\theta .
\end{align}

The two parts belong to different final spin states. Consider rotations about $\mathbf n$. Particles moving along this axis have no orbital angular momentum about it, so the component of their total angular momentum along $\mathbf n$ is that of their spins. The antifermion moves along $-\mathbf n$. Equal helicities therefore mean opposite spin projections on $\mathbf n$, with sum $0$, while opposite helicities give a sum of $\pm1$. The component $\mathbf n\cdot\mathbf j_f$ is unchanged by the rotation and can create only the sum $0$; the transverse components carry $\pm1$. So opposite helicities give $1+\cos^2\theta$, and equal helicities give $(1-\beta^2)\sin^2\theta$. Different helicities are distinguishable final states, so their probabilities add without interference.

\textbf{Q.} But a photon has no longitudinal polarization.

\textbf{A.} A free photon has none. This one is virtual, with $q^2=s>0$, and has a rest frame. Current conservation removes the time component there and leaves all three spatial ones. The longitudinal current is proportional to the fermion mass and vanishes for massless fermions: its contribution to $T_f^{ij}$ is $2s(1-\beta^2)n^in^j=8m^2n^in^j$.

\section{From the amplitude to the cross section}

\textbf{Q.} Where does my factor $\beta$ come in?

\textbf{A.} From the phase space. The cross section is
\begin{equation}
d\sigma=\frac{\overline{|\mathcal M|^2}}{\Phi}\,(2\pi)^4\delta^4(q-k_1-k_2)\,
\frac{d^3k_1}{(2\pi)^32E_1}\,\frac{d^3k_2}{(2\pi)^32E_2},
\end{equation}
where the flux factor is the product of the two beam normalizations and the relative velocity,
\begin{equation}
\Phi=(\sqrt s)(\sqrt s)(2\beta_e)=2s\beta_e .
\end{equation}
The integral over $\mathbf k_2$ removes the momentum delta function and sets $E_1=E_2=E$. With $k=|\mathbf k_1|$ and $k\,dk=E\,dE$, the phase space per unit solid angle is
\begin{equation}
\frac1{4\pi^2}\int\frac{k^2\,dk}{4E^2}\,\delta(\sqrt s-2E)
=\frac1{4\pi^2}\int\frac{k\,dE}{4E}\,\delta(\sqrt s-2E)
=\frac1{4\pi^2}\,\frac{k}{8E}=\frac{\beta}{32\pi^2}.
\end{equation}
The delta function supplied a factor $1/2$. Dividing by the flux with $\beta_e=1$ and using $e^4=16\pi^2\alpha^2$, we find
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{\beta\,\overline{|\mathcal M|^2}}{64\pi^2s}
=\frac{\alpha^2Q^2\beta}{4s}\left[1+\cos^2\theta+(1-\beta^2)\sin^2\theta\right].
\label{diff}
\end{equation}

For the total, the angular integrals are
\begin{align}
\int(1+\cos^2\theta)\,d\Omega&=2\pi\left(2+\tfrac23\right)=\tfrac{16\pi}{3},\\
\int\sin^2\theta\,d\Omega&=2\pi\left(2-\tfrac23\right)=\tfrac{8\pi}{3}.
\end{align}
Therefore
\begin{equation}
\sigma=\frac{\alpha^2Q^2\beta}{4s}\,\frac{8\pi}{3}\left[2+(1-\beta^2)\right]
=\frac{4\pi\alpha^2Q^2}{3s}\,F,\qquad F=\frac{\beta(3-\beta^2)}2 .
\label{total}
\end{equation}

\textbf{Q.} So what exactly did my recipe miss?

\textbf{A.} Write $F=\beta+\beta(1-\beta^2)/2$. The first term is your recipe, and it is the opposite-helicity part. The second is the equal-helicity part. Its fraction of the total is $(1-\beta^2)/(3-\beta^2)$.

\section{Muon pairs at 300 MeV}

\textbf{Q.} Is the missing part ever large enough to care about?

\textbf{A.} Take muon pairs, $Q^2=1$ and $m=105.658$ MeV, at a total energy $\sqrt s=300$ MeV. Then
\begin{equation}
1-\beta^2=\left(\frac{211.317}{300}\right)^2=0.496,\qquad \beta=0.710,
\end{equation}
and
\begin{equation}
F=0.710\times\frac{3-0.504}{2}=0.886 .
\end{equation}
With $1\ \mathrm{MeV}^{-2}=3.894\times10^{11}$ nb, the massless value $4\pi\alpha^2/(3s)$ is $965$ nb, so
\begin{equation}
\sigma=965\ \mathrm{nb}\times0.886=855\ \mathrm{nb}=2.20\times10^{-9}\ \mathrm{MeV}^{-2}.
\end{equation}
Opposite helicities supply $685$ nb, which is what your recipe would give. Equal helicities supply the other $170$ nb, or $19.9\%$ of the total.

The angular distribution is flatter than the massless one. The bracket in (\ref{diff}) is $2$ at $\theta=0$ and $1.496$ at $90^\circ$. The corresponding cross sections are $81.8$ and $61.2$ nb/sr, a ratio of $0.748$, where massless fermions would give $0.5$.

Three digits are kept so that the arithmetic can be followed. Corrections of higher order in $\alpha$ are not included. Some of them are enhanced by $\ln(s/m_e^2)\approx13$: the vacuum polarization by electron loops alone raises $\sigma$ by about $1.7\%$ at this energy. The cross sections above are therefore tree-level values, and even their second digit is not a prediction for experiment. The numerical check obtains the same tree-level cross section from explicit spinors, summed helicity by helicity.

\textbf{Q.} You kept the muon mass but dropped the electron mass. Is that consistent?

\textbf{A.} Equation (\ref{general}) lets us measure the error. Integrated over all directions, where $\cos^2\theta$ averages to $1/3$, its bracket gives
\begin{equation}
4\pi\left[3-\beta_e^2-\beta^2+\tfrac13\beta_e^2\beta^2\right]
=\frac{4\pi}{3}(3-\beta_e^2)(3-\beta^2).
\end{equation}
Including $1/\beta_e$ from the flux, the electron mass multiplies the total cross section by $(3-\beta_e^2)/(2\beta_e)$. Put $\beta_e^2=1-\epsilon_e$, with $\epsilon_e=4m_e^2/s$:
\begin{equation}
\frac{3-\beta_e^2}{2\beta_e}=\left(1+\frac{\epsilon_e}2\right)(1-\epsilon_e)^{-1/2}
=1+\epsilon_e+O(\epsilon_e^2).
\end{equation}
At $300$ MeV this raises $\sigma$ by a fraction $1.16\times10^{-5}$ of its massless-electron value.

\section{High energy, threshold and the maximum}

\textbf{Q.} The equal-helicity weight is $4m^2/s$. Then the total cross section should approach its massless value with an error of that order.

\textbf{A.} The order $m^2/s$ cancels in the total. With $\epsilon=4m^2/s=1-\beta^2$,
\begin{align}
F&=(1-\epsilon)^{1/2}\left(1+\frac\epsilon2\right)
=\left(1-\frac\epsilon2-\frac{\epsilon^2}8+\dots\right)\left(1+\frac\epsilon2\right)\nonumber\\
&=1-\frac{\epsilon^2}4-\frac{\epsilon^2}8+\dots
=1-\frac{3\epsilon^2}{8}+\dots=1-\frac{6m^4}{s^2}+\dots
\end{align}
The phase space loses $\epsilon/2$ and the equal-helicity pairs restore it. For muons at $1000$ MeV, $F=0.9992$ although $\beta=0.977$.

The angular distribution keeps a first-order change. To that order,
\begin{align}
\beta\left[1+\cos^2\theta+\epsilon\sin^2\theta\right]
&=1+\cos^2\theta+\epsilon\left[\sin^2\theta-\tfrac12(1+\cos^2\theta)\right]\nonumber\\
&=1+\cos^2\theta+\frac\epsilon2\left(1-3\cos^2\theta\right).
\end{align}
The correction integrates to zero over the sphere. It moves pairs from the beam direction towards $90^\circ$ without changing their total number.

\textbf{Q.} And at the other end, just above threshold?

\textbf{A.} As $\beta\to0$ the tensor (\ref{tensor}) tends to $2s\,\delta^{ij}$, which singles out no direction. The distribution becomes isotropic and $F\to3\beta/2$. The tree formula itself fails when $\beta$ is too small, because the slow particles attract each other. At a separation $1/k$ their Coulomb energy is of order $Q^2\alpha k$, and their kinetic energy is of order $k^2/m$. The ratio is of order $Q^2\alpha m/k\approx Q^2\alpha/\beta$, which must be small. This is an estimate of scale, not a calculated correction. For muons at $220$ MeV, where $\beta=0.278$, it is about $0.03$.

\textbf{Q.} So the tree-level $\sigma$ rises from zero at threshold and falls as $1/s$ at high energy. Where does it turn over?

\textbf{A.} Since $1/s=(1-\beta^2)/(4m^2)$, the cross section is proportional to
\begin{equation}
g(\beta)=\beta(3-\beta^2)(1-\beta^2)=3\beta-4\beta^3+\beta^5 .
\end{equation}
This is positive between its zeros at $\beta=0$ and $\beta=1$. Its derivative vanishes when
\begin{equation}
3-12\beta^2+5\beta^4=0\quad\Rightarrow\quad
\beta^2=\frac{12\pm\sqrt{144-60}}{10}=\frac{6\pm\sqrt{21}}5 .
\end{equation}
The upper sign gives $\beta>1$, so the lower one marks the maximum, at $\beta=0.532$ for any mass $m\gg m_e$, where the electron mass can be neglected. For muons this is $\sqrt s=2m/\sqrt{1-\beta^2}\approx250$ MeV, where the tree-level cross section is about $1.01\times10^3$ nb.

\section*{Computed values}
\begin{verbatim}
INPUTS
fine-structure constant alpha = 0.007297353
muon mass = 105.65838 MeV
electron mass = 0.510999 MeV
hbar c = 197.32698 MeV fm
1 MeV^-2 = 3.893794e+11 nb
chosen total energy sqrt(s) = 300.0 MeV
MUON PAIRS AT THE CHOSEN ENERGY
threshold 2m = 211.3168 MeV
muon speed beta = 0.709814 (units of c)
beta^2 = 0.503836
1 - beta^2 = 0.496164
theta =  0 deg: bracket = 2.000000, dsigma/dOmega = 81.7665 nb/sr
theta = 45 deg: bracket = 1.748082, dsigma/dOmega = 71.4673 nb/sr
theta = 90 deg: bracket = 1.496164, dsigma/dOmega = 61.1681 nb/sr
ratio 90 deg / 0 deg = 0.748082
4 pi alpha^2/(3 s) = 965.0497 nb
total factor F = 0.885906
total cross section, formula = 854.9435 nb
total cross section, formula = 2.195657e-09 MeV^-2
total cross section, spinors = 854.9434 nb
equal-helicity fraction = 0.198771
equal-helicity part = 169.9376 nb
opposite-helicity part = 685.0058 nb
relative electron-mass shift, spinors = 1.1605e-05
4 m_e^2/s = 1.1605e-05
ENERGY TABLE: sqrt(s)/MeV, beta, F, sigma/nb
  220.0  0.278174  0.406498  729.4671
  250.0  0.534344  0.725232  1007.8347
  300.0  0.709814  0.885906  854.9435
  500.0  0.906301  0.987242  342.9855
 1000.0  0.977418  0.999241  86.7885
HIGH-ENERGY DEFICIT AT 4m^2/s = 0.001
1 - F from spinors = 3.75125e-07
6 m^4/s^2 = 3.75000e-07
MAXIMUM OF THE CROSS SECTION
beta at maximum, formula = 0.532433
sqrt(s) at maximum, formula = 249.644 MeV
sqrt(s) at maximum, spinors = 249.644 MeV
maximum cross section = 1007.8521 nb
\end{verbatim}
